# Chain parity and a p-n step in zigzag graphene ribbons

A zigzag graphene ribbon contains $N$ zigzag chains, stacked across its width. A gate raises the potential energy $U$ from $-\mu$ on the left (n side) to $+\mu$ on the right (p side). Electrons arrive from the left in the lowest mode, at energy $E$ with $|E|<\mu$. The problem is to find how the transmission probability $T$ depends on $N$, and why the continuum theory does not fix it.

**Model.** Electrons hop with amplitude $-t$ between nearest neighbours. Spin enters as a factor 2 in the conductance; interactions and longer hops are left out until part (g). The ribbon itself is perfect throughout; only the potential $U$ varies. Chain $m$ consists of alternating atoms $A_m$ and $B_m$, and $B_m$ is also bonded to $A_{m+1}$. The atoms lie in columns $x_n=na/2$, where $a$ is the period, with one atom of each chain per column: type $A$ if $n+m$ is odd, type $B$ if it is even. With $\psi_n$ the vector of the $N$ amplitudes in column $n$,

$$E\psi_n=(h_n+U_n)\psi_n-t(\psi_{n+1}+\psi_{n-1}),\qquad(1)$$

where $h_n$ contains the bonds between chains $m$ and $m+1$ with $m\equiv n$ (mod 2). Until part (f), $U_n$ is one number per column. Each side is assumed to carry one mode in each direction at the energy considered.

## (a) Bloch equations

*Find the Bloch equations of the uniform ribbon and a symmetry that exchanges its edges.*

**Solution.** Set $U=0$ and $\psi_{n,m}=e^{ikna/2}A_m$ or $e^{ikna/2}B_m$, according to the atom type. The two neighbours along a chain contribute $e^{ika/2}+e^{-ika/2}=g$, so

$$EA_m=-t(gB_m+B_{m-1}),\quad EB_m=-t(gA_m+A_{m+1}),\quad g=2\cos\frac{ka}{2},\qquad(2)$$

with $B_0=A_{N+1}=0$ for the missing atoms. I take $0<ka<2\pi$, so that $g>0$ below $ka=\pi$ and $g<0$ above.

Let $\Pi$ exchange $A_m$ and $B_{N+1-m}$. Writing the second equation at chain $N+1-m$ and renaming the amplitudes gives the first, and the boundary conditions are exchanged too. Hence $\Pi$ commutes with the Bloch Hamiltonian for both parities of $N$. Since $\Pi^2=1$, its eigenvalues are $s=\pm1$.

## (b) What the Dirac equation says

*Derive the lowest mode near each valley in the continuum. Into which valley can an incoming electron leave?*

**Solution.** The valleys are $K$ at $ka=2\pi/3$ and $K'$ at $ka=4\pi/3$. Near $K$ put $q=k-2\pi/(3a)$; then $g\approx1-bq$ with $b=\sqrt3a/2$, which is also the spacing of the chains. The low-energy amplitudes alternate in sign from chain to chain, so write

$$A_m=(-1)^m\alpha\big((m-\tfrac12)b\big),\qquad B_m=(-1)^m\beta(mb).$$

The half-step offset centres the differences: $\beta_m-\beta_{m-1}\approx b\beta'$ and $\alpha_{m+1}-\alpha_m\approx b\alpha'$. Equations (2) become, to first order and with $\hbar v=tb$,

$$E\alpha=\hbar v(q\beta-\beta'),\qquad E\beta=\hbar v(q\alpha+\alpha').$$

The boundary conditions are $\beta(0)=0$ and $\alpha(W)=0$, with $W=(N+\tfrac12)b$. Inserting the first equation into the second gives $E^2\beta=(\hbar v)^2(q^2\beta-\beta'')$. Thus $\beta=\sin(k_yy)$ and $E^2=(\hbar v)^2(q^2+k_y^2)$. The condition $\alpha(W)=0$ reads $q\sin k_yW=k_y\cos k_yW$. With $z=k_yW$,

$$qW=\frac{z}{\tan z},\qquad |E|=\frac{\hbar v}{W}\frac{z}{\sin z},\qquad 0<z<\pi.\qquad(3)$$

For $qW>1$ the root is imaginary, $z=i\zeta$, so that $qW=\zeta/\tanh\zeta$ and $|E|=(\hbar v/W)\,\zeta/\sinh\zeta$. This is a pair of edge states whose energy tends to zero at large $q$.

Near $K'$ let $q=4\pi/(3a)-k$. Then $g\approx-(1-bq)$, and non-alternating amplitudes give the same equations up to the sign of $\alpha$. In both valleys $q$ therefore measures the distance towards $ka=\pi$, and the spectrum is (3). The integer $N$ enters through $W$ alone, and in the variables $qW$ and $EW/\hbar v$ it drops out. At $qW=-1$ the Dirac value of $EW/\hbar v$ is 2.262, while the lattice gives 2.277 for both $N=40$ and $N=41$, a difference of 0.7% of the Dirac value.

In (3), $z/\tan z$ falls and $z/\sin z$ rises with $z$; on the edge branch $\zeta/\tanh\zeta$ rises and $\zeta/\sinh\zeta$ falls. So $|E|$ decreases with $q$ throughout. With velocity $\hbar^{-1}dE/dk$:

- conduction electrons move right at $K'$ and left at $K$;
- valence electrons move right at $K$ and left at $K'$.

The incoming electron is at $K'$. The reflected wave (conduction, left-moving) and the transmitted wave (valence, right-moving) are both at $K$. For $N=40$ and $\mu=0.15$ eV, at $E=0$, the lattice modes have $ka=4.208$ for the incoming wave and $2.076$ for both outgoing ones.

The force on the electron is $-U'<0$, so $k$ falls from $K'$ and $q$ grows. In a valley-diagonal Dirac equation it grows without bound: the electron becomes an edge state and finds no exit. Where it goes depends on the states between the valleys, around $ka=\pi$, which lie outside the continuum theory.

## (c) The parity of the bands

*Find $s$ for the lowest conduction band and the highest valence band on both sides of $ka=\pi$.*

**Solution.** Take $g>0$ first and order the sites as $A_1,B_1,A_2,\dots,B_N$. Equations (2) then describe an open chain of $2N$ sites with hoppings $-tg,-t,-tg,\dots$, and $\Pi$ reverses this chain. Given the first amplitude and $E$, the equations fix all others in turn, so no level is degenerate. Levels therefore cannot cross as $g$ varies over positive values, and each keeps its $s$. It suffices to find $s$ at $g=1$, where the chain is uniform:

$$E_p=-2t\cos\frac{\pi p}{2N+1},\qquad \text{amplitude at site }j\propto\sin\frac{\pi pj}{2N+1},\qquad p=1,\dots,2N.$$

Replacing $j$ by $2N+1-j$ multiplies the sine by $(-1)^{p-1}$. Changing the sign of all $B$ amplitudes turns $E$ into $-E$, so the spectrum is symmetric. The lowest conduction level is thus $p=N+1$, with $s=(-1)^N$, and the highest valence level is $p=N$, with $s=-(-1)^N$.

For $g<0$ set $A_m=(-1)^{m-1}A'_m$ and $B_m=(-1)^mB'_m$. Then (2) holds for the primed amplitudes with $g$ replaced by $|g|$. If they have parity $s'$,

$$B_{N+1-m}=(-1)^{N+1-m}s'A'_m=(-1)^{N+2-2m}s'A_m=(-1)^Ns'A_m.$$

So $s=(-1)^Ns'$, and the result is:

- for $ka>\pi$, conduction has $s=+1$ and valence $s=-1$;
- for $ka<\pi$ and even $N$, the same;
- for $ka<\pi$ and odd $N$, conduction has $s=-1$ and valence $s=+1$.

The edge states show how this happens. For $|g|<1$ take a state on the $A$ atoms, $A_m=c(-g)^{m-1}$, and its mirror partner $B_m=c(-g)^{N-m}$, with $c^2=(1-g^2)/(1-g^{2N})$ from normalization. Acting on the first, the Hamiltonian gives zero on every $B_m$ with $m<N$, since $gA_m+A_{m+1}=0$. On $B_N$ it leaves $-tgA_N=tc(-g)^N$. Multiplying by the partner's amplitude $B_N=c$ gives the coupling

$$\tau=t(-g)^N\frac{1-g^2}{1-g^{2N}}.\qquad(4)$$

Neglecting admixture of the other modes, the combination with $s=+1$ has energy $+\tau$. For even $N$ this band comes down to zero at $ka=\pi$ and goes up again. For odd $N$ it passes through zero. With $t=3$ eV, the $s=+1$ level for $N=9$ is $-7.689$ meV at $ka=2.600$ and $+7.689$ meV at $ka=3.683$, as (4) gives to these digits. For $N=8$ it is $+14.375$ meV at both points, against $14.372$ meV from (4).

## (d) Even $N$

*Find $T$ for even $N$ and an arbitrary profile $U(x)$.*

**Solution.** Let $P$ reverse the order of the chains within every column, $(P\psi)_{n,m}=\psi_{n,N+1-m}$. It maps the bond between chains $m$ and $m+1$ to the bond between $N-m$ and $N-m+1$. For even $N$, $N-m$ has the parity of $m$, so $Ph_nP=h_n$: the ribbon has a true mirror line. The potential is the same number for all atoms of a column, so it commutes with $P$ whatever its profile.

The mirror exchanges atom types within a column, so on Bloch waves it acts as $\Pi$. By part (c), the incoming conduction wave has $P=+1$ and the valence wave on the p side has $P=-1$.

Take a scattering solution $\psi$ and form $\frac12(1+P)\psi$. This also solves (1), has the same incoming wave, and is even. Its transmitted wave must be even, but the one outgoing mode available is odd, so its amplitude vanishes. The transmitted amplitude cannot depend on which solution was taken: the difference of two solutions has no incoming wave, hence by current conservation no outgoing one. Therefore

$$T=0\qquad(N\text{ even}).\qquad(5)$$

Neither smoothness nor a weak step was assumed. The conditions are the mirror symmetry and one mode per side, with opposite mirror parity on the two sides. A step between two n regions does not meet the last condition. For $N=40$, the computed $T$ is below $10^{-14}$ for a smooth step, for an abrupt one, and for a potential drawn at random between $-0.5$ and $+0.5$ eV in 60 columns. These values are zero to rounding error.

In the semiclassical picture, the electron follows the $s=+1$ band through $ka=\pi$. That band turns upwards again, so the velocity changes sign and the electron returns in the other valley.

## (e) Odd $N$

*The mirror is lost for odd $N$. Find what replaces it, and the transmission of a smooth step.*

**Solution.** Now $N-m$ and $m$ have opposite parity, so $P$ exchanges the two column types: $Ph_nP=h_{n+1}$. Reverse every second column by defining $\varphi_n=P^n\psi_n$. Multiply (1) by $P^n$ and use $P^nh_nP^n=h_0$ and $P^n\psi_{n\pm1}=P\varphi_{n\pm1}$, which holds because $P^2=1$:

$$E\varphi_n=(h_0+U_n)\varphi_n-tP(\varphi_{n+1}+\varphi_{n-1}).\qquad(6)$$

Apart from $U$, this system has period $a/2$. Its Bloch waves $\varphi_n=e^{i\kappa na/2}\varphi_0$ have a wave number $\kappa$ defined modulo $4\pi/a$, twice the usual range.

To relate $\kappa$ to $k$, compare columns 0 and 1 of a Bloch state. In column 1, odd chains hold $B$ atoms and even chains $A$ atoms. Since $N+1$ is even, reversal takes odd chains to odd chains, and $(P\psi_1)_m=e^{ika/2}B_{N+1-m}=se^{ika/2}A_m$ for odd $m$. Even $m$ works likewise. Hence $e^{i\kappa a/2}=s\,e^{ika/2}$: $\kappa=k$ for $s=+1$ and $\kappa=k+2\pi/a$ for $s=-1$. With part (c), the three waves lie near

- $\kappa a=4\pi/3$: incoming, conduction, $s=+1$;
- $\kappa a=2\pi/3$: transmitted, valence, $s=+1$;
- $\kappa a=8\pi/3$: reflected, conduction, $s=-1$.

A smooth $U$ changes $\kappa$ continuously, $\hbar\,d\kappa/dt=-U'$. The electron starts near $4\pi/3$ and moves down the band that crosses zero at $\kappa a=\pi$. This band rises with $\kappa$, so the velocity does not change sign. For $N>1$ it vanishes at $\kappa a=\pi$, but the force carries $\kappa$ through that point, and the electron leaves near $2\pi/3$ on the p side.

To be reflected it would have to reach $8\pi/3$. Between the two groups of states there are none with local energy $E-U$ in the single-mode window, so the passage is classically forbidden. It needs a Fourier component of $U$ at a wave number of about $Q=4\pi/(3a)$, which is small if $U$ is smooth on the scale of $a$. Current is conserved and no third exit exists, so

$$T\to1\qquad(N\text{ odd, }U\text{ smooth on the scale of }a).\qquad(7)$$

Excitation of other modes inside the step does not alter this, since they cannot carry current away.

For $U=\mu\tanh(x/\ell)$ the nearest poles lie at $x=\pm i\pi\ell/2$, so the Fourier component falls as $e^{-\pi Q\ell/2}$. At $\ell=a$ its square is about $e^{-13}\approx2\times10^{-6}$. For $N=41$ and $\ell=a=0.25$ nm, with the centre of the step 0.04 nm from a column, the computed $T$ is 0.999998. The prefactor was not derived, so this is agreement in order of magnitude, and it depends on where the centre lies: with the centre on a column, $1-T$ at $E=0$ is zero to rounding error for $\ell$ from 0.1 to 0.5 nm. Off the column the reflection falls somewhat faster with $\ell$ than the estimate, which is about 7 times too large at $\ell=0.5$ nm. At $\ell=5$ nm, $T=1$ to rounding error.

For a general profile smoothness is a real condition: an abrupt step between two columns gives $T=0.80$ at $E=0$, and the random potential of part (d) gives $T=0.05$, a value that changes strongly from one draw to another. Thus (7) is a limit, whereas (5) is a selection rule.

## (f) A skewed step

*Let the step be shifted by $\Delta$ along the ribbon between one edge and the other. Estimate $T$ for both parities.*

**Solution.** Near its centre the step has slope $F$, so the two edge states differ in potential energy by $F\Delta$. Between the valleys their coupling $\tau$ is small in a wide ribbon; neglect it. The wave number covers $2\pi/(3a)$ at the rate $F/\hbar$, which takes a time $2\pi\hbar/(3aF)$. The relative phase gained is

$$\phi=\frac{F\Delta}{\hbar}\,\frac{2\pi\hbar}{3aF}=\frac{2\pi\Delta}{3a}.$$

The slope cancels. The initial state $(1,1)/\sqrt2$ becomes $(1,e^{i\phi})/\sqrt2$ up to a common phase. It is found with $s=+1$ with probability $\cos^2(\phi/2)$ and with $s=-1$ with probability $\sin^2(\phi/2)$. At $K$ the transmitted valence wave has $s=-1$ for even $N$ and $s=+1$ for odd $N$, so

$$T\approx\tfrac12\left[1-\cos\left(N\pi+\frac{2\pi\Delta}{3a}\right)\right].\qquad(8)$$

At $\Delta=0$ this returns (5) and (7). At $\Delta=3a/2$ the two parities exchange roles.

For $\ell=5$ nm and $\Delta=0.125$ nm, $\phi=\pi/3$, and (8) gives 0.25 for $N=40$ and 0.75 for $N=41$; the lattice gives 0.21 and 0.79. At $\Delta=0.375$ nm the estimates are 1 and 0, and the lattice gives 0.98 and 0.02. The computed values correspond to a phase about one tenth smaller than $\phi$. The main cause is the depth of the edge states: towards the valleys they reach further into the ribbon, so their potential energies differ by less than $F\Delta$. The coupling $\tau$, which is not negligible near the valleys, lowers the phase a little more; its share grows when the step is made gentler, so the slope cancels only approximately.

Equation (8) also suggests a reading of the abrupt step. For odd $N$ the outermost atoms of the two edges sit in columns of opposite type, so a sharp jump is centred $a/2$ apart for the two edges. With $\Delta=a/2$, (8) gives 0.75, near the computed 0.80. This is a conjecture, and at best it concerns wide ribbons at small doping: for $N=41$ the abrupt value runs from 0.78 to 0.89 as $\mu$ goes from 0.05 to 0.3 eV and is 0.95 at $E=0.1$ eV, while for $N=81$ and $\mu=0.05$ eV it is 0.77.

## (g) Conductance, temperature and real ribbons

*Find the thermal leakage of the even ribbon, and judge the neglected effects for $t=3$ eV, $a=0.25$ nm, $\mu=0.15$ eV and $\ell=5$ nm.*

**Solution.** At low temperature the linear conductance is $G=(2e^2/h)T$: zero for $N=40$ and 77.5 µS for $N=41$. The second mode opens at 0.34 and 0.33 eV respectively, so both sides are in the single-mode regime.

For even $N$, blocking requires conduction on one side and valence on the other, that is $|E|<\mu$. Outside this window both sides offer the same kind of band, and I take $T=1$; the computed value at $E=0.17$ eV is 1.00000. With the Fermi function $f$ centred at $E=0$, and equal contributions from above $\mu$ and below $-\mu$,

$$\frac{G}{2e^2/h}=2\int_\mu^\infty\left(-\frac{df}{dE}\right)dE=2f(\mu)=\frac{2}{e^{\mu/k_BT_e}+1},\qquad(9)$$

where $T_e$ is the temperature. At 300 K, $k_BT_e=0.02585$ eV and $\mu/k_BT_e=5.80$. The ratio is 0.0060, and $G=0.47$ µS.

**Second-neighbour hopping.** Let its amplitude be $t_2$. At $ka=\pi$ the edge atom decouples from the next chain and has energy $2t_2\cos\pi=-2t_2$, while the Dirac point moves to $-3t_2$. At $ka=\pi$ the edge band therefore rises by $t_2$ relative to the Dirac point; towards the valleys the rise is smaller. For $t_2=0.1$ eV each side still has one mode at $\pm\mu$ from the Dirac point. For $t_2=0.3$ eV the n side has three (for $t_2=-0.3$ eV the p side has), and the premise of part (d) fails.

**Edge magnetism.** In a mean-field calculation for the neutral ribbon with on-site repulsion 3 eV, electrons of one spin differ in energy by 0.83 eV between the outermost atoms of the two edges. This is the splitting of the edge states at $ka=\pi$; it falls to 0.55 eV at $ka=2.5$ and 0.19 eV at $ka=2.2$. Divided by the slope $\mu/\ell=0.03$ eV/nm, this would be a skew of 28 nm, but only formally: the whole step is $2\mu=0.30$ eV high, and no skew can put more than that between the edges. Equation (8) therefore does not apply. Doped leads were not treated, but an energy difference between the edges breaks the reversal symmetry used in parts (d) and (e), so the selection by $N$ is derived only for a ribbon without such order.

**Comparison with devices.** The values of $t$ and $a$ are rough values for graphene, and the ribbon is about 9 nm wide. The maximum field, 0.3 MV/cm, follows from the chosen $\mu$ and $\ell$. The results also assume straight edges, a constant $N$ and a step square to the axis. A skew of 0.375 nm over this width is a tilt of about 2.5°, and in the model it already takes $T$ for $N=40$ from 0 to 0.98. The results (5) and (7) therefore describe an ideal non-magnetic ribbon and are not a prediction for an arbitrary sample. The numerical output below lists the remaining values.

## Calculated quantities

```
hopping t = 3.00 eV, period a = 0.250 nm
hbar*v = 0.6495 eV nm
doping mu = 0.150 eV, step length ell = 5.00 nm
largest field of the step = 0.300 MV/cm
qW=-1.0: E W/(hbar v) Dirac 2.2618, N=40 2.2771, N=41 2.2767
qW=+0.0: E W/(hbar v) Dirac 1.5708, N=40 1.5707, N=41 1.5707
qW=+0.5: E W/(hbar v) Dirac 1.2683, N=40 1.2581, N=41 1.2583
N=40, ka=1.900 rad: parity conduction +1, valence -1
N=40, ka=4.383 rad: parity conduction +1, valence -1
N=41, ka=1.900 rad: parity conduction -1, valence +1
N=41, ka=4.383 rad: parity conduction +1, valence -1
N=8, ka=2.600 rad: even level +14.375 meV, edge formula +14.372 meV
N=8, ka=3.683 rad: even level +14.375 meV, edge formula +14.372 meV
N=9, ka=2.600 rad: even level -7.689 meV, edge formula -7.689 meV
N=9, ka=3.683 rad: even level +7.689 meV, edge formula +7.689 meV
N=40: second mode opens at 0.3362 eV; ka (rad): in 4.208, reflected 2.076, transmitted 2.076
N=41: second mode opens at 0.3282 eV; ka (rad): in 4.209, reflected 2.074, transmitted 2.074
smooth step, N=40: T = 1.10e-26, G = 8.54e-25 uS
smooth step, N=41: T = 1.000000, G = 77.481 uS
smooth step, N=41: |1-T| = 2.43e-14
abrupt step: T(N=40) = 2.90e-15, T(N=41) = 0.7963
step length 0.25 nm: T(N=41) = 0.999998
random U(x), +-0.5 eV: T(N=40) = 5.15e-17, T(N=41) = 0.0495
skew 0.1250 nm, N=40: T = 0.2094, estimate 0.2500
skew 0.1250 nm, N=41: T = 0.7892, estimate 0.7500
skew 0.1875 nm, N=40: T = 0.4277, estimate 0.5000
skew 0.1875 nm, N=41: T = 0.5697, estimate 0.5000
skew 0.3750 nm, N=40: T = 0.9766, estimate 1.0000
skew 0.3750 nm, N=41: T = 0.0196, estimate 0.0000
N=40: T at E=0.10 eV -4.28e-25, at E=0.17 eV 1.00000
N=40 at 300 K: kT = 0.02585 eV, leakage G = 0.4667 uS
second-neighbour hopping 0.1 eV: modes on n side 1, on p side 1
second-neighbour hopping 0.3 eV: modes on n side 3, on p side 1
mean-field repulsion 3.0 eV: edge splitting 0.832 eV
equivalent skew of the step = 27.74 nm
```
